# Optical conductivity of small polarons in the nonadiabatic limit

**Q.** A small polaron is a carrier held on one site by the distortion it has made. Its dc motion is thermally activated. Why should light move it more easily than heat does, and what model lets you decide?

**A.** Take two equivalent neighbouring sites, 1 and 2, and one lattice coordinate \(q\) with stiffness \(K\). With the carrier on each site the energies are

\[
V_1=\tfrac12Kq^2,\qquad V_2=\tfrac12K(q-d)^2 .
\]

The lattice is classical for now. A transfer integral \(J\) connects the sites and will be kept to second order. At fixed \(q\), moving the carrier from 1 to 2 costs the gap

\[
\Delta=V_2-V_1=\lambda-Kdq,\qquad \lambda=\tfrac12Kd^2 .
\]

At \(q=0\), the relaxed lattice of site 1, the cost is \(\lambda\), the reorganization energy. The gap closes at \(q=d/2\), where

\[
V_1(d/2)=\tfrac18Kd^2=\lambda/4\equiv E_a .
\]

Heat must bend the lattice to the crossing, at cost \(E_a\). A photon can instead pay the gap \(4E_a\) with the lattice unbent. Heat faces the smaller energy but has to find it in a fluctuation.

**Q.** The lattice is never quite at \(q=0\). What gaps does the carrier see?

**A.** With the carrier on site 1, Boltzmann statistics make \(q\) Gaussian with mean zero and \(\langle q^2\rangle=kT/K\). Since \(\Delta\) is linear in \(q\), it is Gaussian too, with mean \(\lambda\) and variance

\[
K^2d^2\,\frac{kT}{K}=Kd^2kT=2\lambda kT=8E_akT .
\]

Several modes change nothing here: \(\lambda\) and the variance are both sums over modes, in the same ratio.

**Q.** Now give me a rate. I want to see its prefactor.

**A.** Let an outside agent supply energy \(\varepsilon\) during the hop. For a given gap the golden rule gives \((2\pi/\hbar)J^2\delta(\Delta-\varepsilon)\). Averaging over the Gaussian picks its density at \(\Delta=\varepsilon\):

\[
W(\varepsilon)=\frac{2\pi J^2}{\hbar}\,\frac{1}{\sqrt{2\pi\cdot 8E_akT}}\,
\exp\!\left[-\frac{(4E_a-\varepsilon)^2}{16E_akT}\right].
\]

The prefactor simplifies because \(2\pi/\sqrt{16\pi E_akT}=\sqrt{\pi/(4E_akT)}\). With nothing supplied,

\[
W_0=W(0)=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{4E_akT}}\;e^{-E_a/kT}.
\]

Treating the gap as frozen during the transition requires its spread \(\sqrt{8E_akT}\) to be well above the phonon energy. For \(W_0\) that is not enough, because it depends on the far tail of the gap distribution, where quantum motion of the lattice matters more. The extra condition appears below, with quantum phonons.

**Q.** "An outside agent supplies energy" is a phrase. A light wave is an oscillating force. Where does the photon come from?

**A.** From the phase of the amplitude. Let the force on the carrier be \(eE\cos\omega t\), along the line joining the sites, which are a distance \(a\) apart. A forward hop then lowers the final energy by \(F\cos\omega t\), with \(F=eaE\). To first order in \(J\),

\[
c_2(t)=-\frac{iJ}{\hbar}\int_0^t dt'\,
\exp\!\left[\frac{i\Delta t'}{\hbar}-iz\sin\omega t'\right],\qquad z=\frac{F}{\hbar\omega}.
\]

The sine is the time integral of the cosine. Expand the periodic factor in Bessel functions:

\[
e^{-iz\sin\omega t'}=\sum_m J_m(z)\,e^{-im\omega t'} .
\]

Term \(m\) is an ordinary transition with coupling \(J\,J_m(z)\), resonant at \(\Delta=m\hbar\omega\). It has rate \(J_m^2(z)\,W(m\hbar\omega)\). Different \(m\) select different gaps, so at long times they do not interfere. For a weak field \(J_{\pm1}(z)\approx\pm z/2\), and one-photon absorption and emission have rates

\[
\frac{z^2}{4}W(\hbar\omega),\qquad \frac{z^2}{4}W(-\hbar\omega).
\]

**Q.** Those are rates of hopping. Conductivity is about current.

**A.** Use the work done by the field. Absorption takes \(\hbar\omega\) from it and emission returns \(\hbar\omega\). A backward hop has \(z\to-z\), hence the same rates. Summing both directions, the mean power per carrier is

\[
P=2\hbar\omega\,\frac{F^2}{4\hbar^2\omega^2}\,[W(\hbar\omega)-W(-\hbar\omega)]
=\frac{F^2}{2\hbar\omega}\,[W(\hbar\omega)-W(-\hbar\omega)] .
\]

In a conductor the mean power per volume is \(\sigma E^2/2\), where \(\sigma\) is the real part of the conductivity. With \(n\) carriers per volume, \(P=\sigma E^2/(2n)\). Putting \(F=eaE\) and cancelling \(E^2/2\),

\[
\sigma(\omega)=ne^2a^2\,\frac{W(\hbar\omega)-W(-\hbar\omega)}{\hbar\omega}.
\]

This assumes dilute carriers, so that the neighbouring site is empty, and one neighbour on each side along the field. Sideways hops on a cubic lattice do no work.

**Q.** Finish the algebra, then.

**A.** Expand the square in each rate:

\[
\frac{(4E_a\mp\hbar\omega)^2}{16E_akT}
=\frac{E_a}{kT}\mp\frac{\hbar\omega}{2kT}+\frac{(\hbar\omega)^2}{16E_akT}.
\]

With \(x=\hbar\omega/2kT\) this means

\[
W(\pm\hbar\omega)=W_0\,e^{\pm x}\exp\!\left[-\frac{(\hbar\omega)^2}{16E_akT}\right].
\]

The difference contains \(e^x-e^{-x}=2\sinh x\), and the denominator is \(\hbar\omega=2xkT\). Therefore

\[
\boxed{\;\sigma(\omega)=\sigma_0\,\frac{\sinh x}{x}\,
\exp\!\left[-\frac{(\hbar\omega)^2}{16E_akT}\right],\qquad
\sigma_0=\frac{ne^2a^2W_0}{kT}\;}
\]

The factors after \(\sigma_0\) give the shape of the spectrum at fixed temperature; \(\sigma_0\) itself depends on \(T\).

**Q.** Does \(\sigma_0\) agree with ordinary diffusion?

**A.** Yes. A walker with rate \(W_0\) each way has \(\langle X^2\rangle=2a^2W_0t\), so \(D=a^2W_0\). The Einstein relation gives mobility \(\mu=eD/kT\), and \(ne\mu\) is \(\sigma_0\). The lattice must relax between hops, so that successive hops are independent.

**Q.** I still distrust the step from a wave to photon rates.

**A.** It was tested by solving the driven two-site Schrödinger equation for an ensemble of static gaps and averaging force times velocity, with no photon rates put in. The case had \(E_a=kT=0.05\) eV, \(J=10^{-4}\) eV, \(\hbar\omega=0.1\) eV and \(F=0.01\) eV. Here \(x=1\), so emission matters. The simulated conductivity was 0.9993 of the formula.

**Q.** Does the spectrum have to show a peak?

**A.** No. Since \((\hbar\omega)^2=4x^2(kT)^2\), the logarithm of \(\sigma/\sigma_0\) is \(\ln(\sinh x/x)-x^2kT/(4E_a)\). Setting its derivative to zero and dividing by \(x\),

\[
\frac1x\left(\coth x-\frac1x\right)=\frac{kT}{2E_a}.
\]

The partial-fraction series of \(\coth x\) turns the left side into \(\sum_{m\ge1}2/(x^2+m^2\pi^2)\). This falls steadily from \((2/\pi^2)(\pi^2/6)=1/3\) to zero. A solution at finite \(x\) therefore exists if and only if \(kT/2E_a<1/3\), that is, \(E_a>\tfrac32kT\). Otherwise \(\sigma\) falls from \(\omega=0\) onward.

When emission is negligible, \(\sigma\propto(\hbar\omega)^{-1}\exp[-(\hbar\omega-4E_a)^2/(16E_akT)]\). The zero of its logarithmic derivative obeys

\[
(\hbar\omega)^2-4E_a\hbar\omega+8E_akT=0,
\]

whose upper root is the maximum:

\[
\hbar\omega_{\max}=2E_a+\sqrt{4E_a^2-8E_akT}\approx4E_a-2kT .
\]

The last form expands the root for \(kT\ll E_a\). The factor \(1/\hbar\omega\) pulls the peak below the vertical gap.

**Q.** Put numbers in, for a real oxide if you can.

**A.** Consider oxygen-hole polarons in disordered SnO\(_2\). I take rough round values for that regime, not measured ones: \(E_a=0.25\) eV, \(J=5\) meV, \(a=0.28\) nm, \(n=10^{18}\) cm\(^{-3}\) and \(T=300\) K, so \(kT=0.02585\) eV. The hop rate is

\[
W_0=\frac{(0.005\ \mathrm{eV})^2}{\hbar}\sqrt{\frac{\pi}{4(0.25)(0.02585)\ \mathrm{eV^2}}}\;e^{-9.670}
=2.6\times10^{7}\ \mathrm{s^{-1}} .
\]

The mobility, with \(kT/e\) in volts, is

\[
\mu=\frac{(2.8\times10^{-8}\ \mathrm{cm})^2(2.643\times10^7\ \mathrm{s^{-1}})}{0.02585\ \mathrm V}
=8.0\times10^{-7}\ \mathrm{cm^2/Vs},
\]

and \(\sigma_0=ne\mu=1.3\times10^{-7}\) S/cm. At \(\hbar\omega=1\) eV, \(x=19.34\) and

\[
\frac{\sigma}{\sigma_0}=(6.488\times10^{6})(6.312\times10^{-5})\approx410 .
\]

**Q.** A factor of millions against a factor of \(10^{-5}\). What survives physically?

**A.** At \(\hbar\omega=4E_a\) the Gaussian is \(e^{-E_a/kT}\), while \(\sinh x\approx\tfrac12e^{2E_a/kT}\). Their product over \(x\) is \(e^{E_a/kT}/(2x)\). The exponential cancels the activation factor in \(\sigma_0\), because the photon has paid for the hop. The divisor \(2x=\hbar\omega/kT\) is about 39.

The peak lies at 0.945 eV, against 0.948 eV from \(4E_a-2kT\), and reaches \(5.4\times10^{-5}\) S/cm.

**Q.** What does heating do?

**A.** Hold \(E_a\), \(J\) and \(n\) fixed and go to 400 K. The dc conductivity rises by a factor of 7.3, to \(9.4\times10^{-7}\) S/cm. The peak conductivity falls by 13%, to \(4.7\times10^{-5}\) S/cm, mainly because the wider gap distribution is lower at its centre, as \(T^{-1/2}\).

There is also a trap in reading \(E_a\) from dc data. Since \(\sigma_0\propto T^{-3/2}e^{-E_a/kT}\), with \(\beta=1/kT\),

\[
-\frac{d\ln\sigma_0}{d\beta}=-\frac{d}{d\beta}\left(\tfrac32\ln\beta-\beta E_a\right)=E_a-\tfrac32kT .
\]

At 300 K the plain Arrhenius slope is 0.211 eV, not 0.250 eV. All these figures are for a classical lattice; quantum phonons change them, as shown below.

**Q.** Oxide phonons are not classical at room temperature. Does the formula survive?

**A.** The \(\sinh x\) does; the Gaussian changes. Take one phonon energy \(\hbar\Omega\) and define \(S=\lambda/\hbar\Omega\), \(b=\hbar\Omega/2kT\) and \(N=1/(e^{2b}-1)\). Let \(H_1\) and \(H_2\) be the lattice Hamiltonians with the carrier on each site. Writing the golden-rule delta function as a time integral,

\[
W(\varepsilon)=\frac{J^2}{\hbar^2}\int_{-\infty}^{\infty}dt\,e^{i\varepsilon t/\hbar}\,G(t),\qquad
G=\langle e^{iH_1t/\hbar}e^{-iH_2t/\hbar}\rangle_1 .
\]

\(H_2\) is \(H_1\) displaced by \(e^{A}\), with \(A=\sqrt S(a^\dagger-a)\), where \(a^\dagger\) and \(a\) are here the phonon operators. So \(G=\langle e^{A(t)}e^{-A(0)}\rangle\), with \(A(t)=\sqrt S(a^\dagger e^{i\Omega t}-ae^{-i\Omega t})\). For linear oscillator operators in a thermal state this average is \(\exp[\langle A^2\rangle-\langle A(t)A(0)\rangle]\). Using \(\langle a^\dagger a\rangle=N\),

\[
\ln G=-S\left[(2N+1)-Ne^{i\Omega t}-(N+1)e^{-i\Omega t}\right].
\]

Now \(2N+1=\coth b\), \(N=e^{-b}/(2\sinh b)\) and \(N+1=e^{b}/(2\sinh b)\). The last two terms combine into \(\cos(\Omega t+ib)/\sinh b\). Shift the contour by \(t=\tau-i\hbar/2kT\), which removes \(ib\):

\[
W(\varepsilon)=\frac{J^2}{\hbar^2}e^{\varepsilon/2kT}\int d\tau\,e^{i\varepsilon\tau/\hbar}
\exp\!\left[-S\left(\coth b-\frac{\cos\Omega\tau}{\sinh b}\right)\right].
\]

The integral is even in \(\varepsilon\). The prefactor \(e^{\varepsilon/2kT}\) gives \(e^{\pm x}\), so \(\sinh x\) rests on thermal equilibrium and not on classical motion.

**Q.** A single frequency makes that integrand periodic. You would get sharp lines.

**A.** Correct: lines at multiples of \(\hbar\Omega\). A spread of phonon frequencies merges them, and then the region near \(\tau=0\) dominates for strong coupling, provided \(|\varepsilon|\) is well below \(\lambda/\sinh b\). There \(\cos\Omega\tau\approx1-\Omega^2\tau^2/2\), and \(\coth b-1/\sinh b=\tanh(b/2)\). The Gaussian integral gives

\[
W(\varepsilon)\approx\frac{J^2}{\hbar}\sqrt{\frac{2\pi\sinh b}{\lambda\hbar\Omega}}\,
e^{-S\tanh(b/2)}\,e^{\varepsilon/2kT}\exp\!\left[-\frac{\varepsilon^2\sinh b}{2\lambda\hbar\Omega}\right].
\]

For \(b\to0\), \(S\tanh(b/2)\to\lambda/4kT=E_a/kT\) and \(\lambda\hbar\Omega/\sinh b\to2\lambda kT\), so the classical result returns. The next term in the expansion of \(\tanh(b/2)\) lowers the exponent \(E_a/kT\) by \(Sb^3/24=E_a(\hbar\Omega)^2/[48(kT)^3]\). This must be well below 1 for the classical \(W_0\) to hold.

This limit was tested against line sums from diagonalized oscillators, in which the weight of each line is spread evenly over the spacing \(\hbar\Omega\), with \(E_a\) and \(kT\) as in the example, at photon energies of 0.2, 0.6, 1.0 and 1.4 eV. The largest error in \(\ln\sigma\) of the classical formula was 0.121 for 20 meV phonons and 0.031 for 10 meV. It falls about fourfold when the phonon energy is halved.

**Q.** And for realistic phonons?

**A.** With \(\hbar\Omega=40\) meV, \(S=25\) and \(b=0.774\). The exponent drops from 9.670 to \(25\tanh(0.3868)=9.215\), a factor of 1.58 in rate. The prefactor adds \(\sqrt{\sinh b/b}=1.05\). The line sum gives 1.66 times the classical dc rate: the lattice tunnels through part of the barrier.

Near the optical peak the correction has the opposite sign. Expand \(\ln G\) about real \(t=0\) instead:

\[
\ln G\approx-\frac{i\lambda t}{\hbar}-\frac{S\coth b}{2}\,\Omega^2t^2 .
\]

This is a Gaussian centred at \(\lambda\) with variance \(\lambda\hbar\Omega\coth b\), wider than \(2\lambda kT\) because of zero-point motion. Its height is lower by \(\sqrt{\tanh b/b}=0.92\), and the line sum at 1 eV also gives 0.92. Fitting the classical formula to both dc and optical data would therefore distort \(E_a\).

The response to heating changes too. From 300 to 400 K the dc conductivity now rises by a factor of 5.5 instead of 7.3, and the peak falls by 10% instead of 13%. The plain Arrhenius slope at 300 K drops to 0.175 eV, still further below \(E_a\).

**Q.** An amorphous film has unequal sites. Surely that ruins the symmetry you used.

**A.** For the bond-averaged absorption it does not, within one model. Let site energies be independent Gaussians of spread \(s\), with Boltzmann occupation. The weight \(e^{-\epsilon_1/kT}\) moves the mean energy of occupied sites to \(-s^2/kT\) without changing their spread. Final sites keep mean zero. The total gap then has

\[
\text{mean}=\lambda+\frac{s^2}{kT}\equiv\lambda',\qquad
\text{variance}=2\lambda kT+2s^2=2\lambda'kT .
\]

The relation between mean and variance is preserved, so the same formula holds with \(E_a'=E_a+s^2/(4kT)\). For \(s=50\) meV at 300 K this is 0.274 eV, and the centre of the gap distribution moves up by 0.097 eV.

The result needs \(\omega\) far above the hopping rates. At lower frequency carriers redistribute during a cycle, and in the dc limit they must find connected paths. The zero-frequency limit of the averaged formula is then not the dc conductivity.

**Q.** How safe is second order in \(J\)?

**A.** Follow the lattice through the crossing. The Landau–Zener probability of changing site in one pass is \(P=1-e^{-p}\), with \(p=2\pi J^2/(\hbar|\dot\Delta|)\). Averaged over thermal crossings, with the lattice moving classically at the 40 meV phonon frequency, \(p\) is 0.022. If the carrier misses, the lattice swings back and it can try again. Adding probabilities of repeated passes,

\[
P+(1-P)^2P\,(1+P^2+\dots)=P+\frac{P(1-P)}{1+P}=\frac{2P}{1+P}.
\]

Second order keeps \(2p\). The thermal average of the full expression is 0.92 of that, an 8% reduction within this classical picture. If every crossing had the mean \(p\), the reduction would be about \(3p/2\), or 3%; slow crossings, for which \(p\) is large, raise it to 8%. That figure overstates the correction. More than 6 of the 8 points come from crossings with kinetic energy below \(J\), where the constant speed assumed by Landau–Zener fails. The crossing is also quantum: its energy scale \([(\hbar\Omega)^2\lambda/16]^{1/3}=46\) meV exceeds \(kT\), so the lattice cannot linger there. Solving the two-state Schrödinger equation for the lattice coordinate, with the potentials linearized at the crossing, gives a probability of changing site that never exceeds 0.032 and a thermal rate 0.999 of its second-order value. Second order is safe for these inputs.

In the opposite, adiabatic regime the barrier is lowered by \(J\). That factor, \(e^{J/kT}=1.21\), marks the scale of the effect if it applied in full; it is not a correction to add here.

**Q.** Would an engineer see this absorption in a film?

**A.** Not with these parameters. In a medium of refractive index \(n_r\) the wave carries intensity \(n_r\varepsilon_0cE^2/2\) and loses \(\sigma E^2/2\) per length, so \(\alpha=\sigma/(n_r\varepsilon_0c)\). With \(n_r=2\), the peak gives \(\alpha=0.010\) cm\(^{-1}\). A 100 nm film absorbs \(1.0\times10^{-7}\) of the light in one pass, reflections ignored.

**Q.** Then how does the example compare with actual tin oxide?

**A.** SnO\(_2\) is familiar as an n-type conductor with mobile band electrons; this example concerns trapped holes. Their density is an assumption: in n-type material electrons would fill them unless light or injection kept supplying new ones. The coupling of 5 meV is deliberately small. Overlapping oxygen orbitals could give tens of meV, and that is the assumption most likely to break. At \(J=50\) meV the formula would raise \(\sigma\) a hundredfold, but the mean \(p\) would be about 2 and the nonadiabatic dc rate would no longer hold.

Blocking and repulsion between carriers matter less for these inputs. About \(2\times10^{-5}\) of the sites are filled, taking \(5\times10^{22}\) sites per cm\(^3\), so blocking is negligible. Carriers are 10 nm apart, and for a static dielectric constant of 10 their Coulomb energy is 14 meV, below \(kT\) and below the assumed disorder. Photoionization into band states is left out; where it overlaps the hopping band, a measured spectrum cannot be fitted with this formula alone.

**Q.** And a strong dc field, as in a thin gate oxide?

**A.** A static drop \(eaE\) per hop plays the part of \(\varepsilon\), so the drift velocity is \(a[W(eaE)-W(-eaE)]\). This has the same sinh and Gaussian, with \(eaE\) in place of \(\hbar\omega\). The scale \(eaE=2kT\) is reached at 1.8 MV/cm. There the current between equal sites is \(\sinh(1)\,e^{-kT/4E_a}=1.15\) times its linear value. Site disorder strengthens the effect: for \(s=50\) meV, steady-state hopping on periodic cubic lattices of \(5^3\) to \(15^3\) sites gives a factor between 1.3 and 1.4. Thin oxides can work at such fields, so linear response should be checked for each device. The numerical output below lists the spectrum and the main estimates.

## Values computed for the example and the checks

```
Barrier Ea = 0.250 eV; transfer integral J = 5.0 meV
Reorganization energy 4Ea = 1.000 eV
Hop distance a = 0.28 nm; carrier density n = 1.0e+18 cm^-3
Phonon energy = 40 meV; Huang-Rhys factor S = 25.0
T = 300 K; kT = 0.02585 eV; Ea/kT = 9.670
Gap standard deviation sqrt(8 Ea kT) = 0.2274 eV
Hop rate W0 = 2.643e+07 s^-1
Mobility = 8.015e-07 cm2/Vs
dc conductivity sigma0 = 1.284e-07 S/cm
Spectrum at 300 K: photon eV | x | sinh(x)/x | Gaussian | ratio | S/cm
  0.10 | 1.934 | 1.7510e+00 | 9.0782e-01 | 1.5896e+00 | 2.041e-07
  0.25 | 4.835 | 1.3015e+01 | 5.4640e-01 | 7.1112e+00 | 9.132e-07
  0.50 | 9.670 | 8.1910e+02 | 8.9135e-02 | 7.3011e+01 | 9.376e-06
  0.75 | 14.506 | 6.8731e+04 | 4.3411e-03 | 2.9837e+02 | 3.832e-05
  1.00 | 19.341 | 6.4882e+06 | 6.3123e-05 | 4.0955e+02 | 5.259e-05
  1.25 | 24.176 | 6.5331e+08 | 2.7402e-07 | 1.7902e+02 | 2.299e-05
  1.50 | 29.011 | 6.8525e+10 | 3.5515e-10 | 2.4337e+01 | 3.125e-06
Peak photon energy, numerical = 0.9453 eV; formula = 0.9453 eV
Estimate 4Ea - 2kT = 0.9483 eV
Peak conductivity = 5.405e-05 S/cm; over dc = 420.9
Peak absorption coefficient (index 2.0) = 1.018e-02 cm^-1
Absorbed fraction in 100 nm film = 1.018e-07
Plain Arrhenius slope at 300 K = 0.2112 eV
At 400 K: W0 = 2.568e+08 s^-1; mobility = 5.841e-06 cm2/Vs
At 400 K: sigma0 = 9.358e-07 S/cm; peak at 0.9255 eV
At 400 K: peak conductivity = 4.727e-05 S/cm
Quantum/classical dc hop rate = 1.663
Quantum/classical conductivity at 1.00 eV = 0.917
Landau-Zener mean single-pass probability (weak) = 0.0216
Landau-Zener saturation factor on W0 = 0.9220
Barrier-lowering bound exp(J/kT) = 1.213
Site disorder s = 50 meV: effective barrier = 0.2742 eV
Shift of absorption centre by disorder = 0.0967 eV
Site filling for 5.0e+22 sites/cm^3 = 2.00e-05
Carrier spacing = 10.0 nm; Coulomb energy (eps 10) = 14.4 meV
Field where e a E = 2kT: 1.847 MV/cm
Line-sum test: max log error = 0.1211 (20 meV), 0.0306 (10 meV)
Driven-ensemble test: simulated/formula = 0.99928
```
